Anderson-Pulay mixing as GMRES, with Kerker preconditioning in a model metal

A model metal in a periodic cell of 80 bohr is iterated to self-consistency in double precision with damping 0.5. With five stored differences, Anderson-Pulay mixing does not reduce the residual by a factor 10⁸ before the run is stopped (at 400 steps, or earlier if the residual has grown by 10¹²). With twenty it needs 21 steps. With five differences and a Kerker preconditioner it needs 8. The failure of the short window depends on rounding: in 80-digit arithmetic on the exactly periodic model the same window converges, in 56 steps. Beyond this only a conjecture is offered below. Two facts bear on the two successful counts: mixing with its full history is GMRES in another form, and the preconditioner changes the spectrum that GMRES sees.

**The scheme**

Let n be a density on N grid points and G(n) the output density computed from it. The residual is R(n) = G(n) − n. The fixed-point problem is taken to be linear,

R(n) = b − M n,

with M nonsingular. In a nonlinear calculation this is the leading behaviour near the solution, and the equivalence below then holds to that order.

Step k has trial densities n_0, …, n_k and their residuals. Pulay's form chooses coefficients c_i with Σ c_i = 1 that minimise ‖Σ c_i R(n_i)‖ in the Euclidean norm. With B_ij = R(n_i)·R(n_j) and a Lagrange multiplier λ, stationarity of ½ Σ c_i B_ij c_j + λ(Σ c_i − 1) gives

Σ_j B_ij c_j + λ = 0,  Σ_j c_j = 1.

Anderson's form uses Δn_j = n_{j+1} − n_j and ΔR_j = R(n_{j+1}) − R(n_j), and writes

n̄_k = n_k − Σ_{j<k} γ_j Δn_j.

Collecting the factor of each density gives c_0 = γ_0, c_j = γ_j − γ_{j−1} for 0 < j < k, and c_k = 1 − γ_{k−1}. These sum to one, and γ_j = c_0 + … + c_j inverts the relation. The two forms therefore solve the same least-squares problem. Because the coefficients sum to one, the constant b survives the averaging:

Σ c_i R(n_i) = b − M Σ c_i n_i = R(n̄_k).

The minimised vector is thus the true residual of the averaged density. The next trial density is

n_{k+1} = n̄_k + P R(n̄_k),

where P is a fixed nonsingular matrix. Plain damping is P = α.

In pseudocode, with at most m stored differences:

  n ← n_0;  f ← R(n);  f_0 ← ‖f‖;  X, F ← empty
  repeat until ‖f‖ < tolerance · f_0
    find γ minimising ‖f − F γ‖
    n̄ ← n − X γ;  f̄ ← f − F γ
    n' ← n̄ + P f̄;  f' ← R(n')
    append n' − n to X and f' − f to F
    if more than m columns are stored, drop the oldest
    n ← n';  f ← f'

With m = 0 nothing is stored, and the loop is simple mixing.

**Why the full history gives GMRES**

Put A = MP and r_0 = R(n_0), and define the Krylov space

L_k = span{r_0, A r_0, …, A^{k−1} r_0},  L_0 = {0}.

Right-preconditioned GMRES finds the y_k in L_k that minimises ‖r_0 − A y‖. Its density is n_0 + P y_k, and its residual is r_k = r_0 − A y_k. The minimiser is unique because A is nonsingular.

The claim is that the averaged density n̄_k equals the GMRES density, provided the GMRES residual fell strictly at every earlier step and has not yet reached zero. It suffices to show that the differences n_i − n_0, for i = 1, …, k, span P L_k and are independent. Both methods then minimise the same residual norm over the same set n_0 + P L_k.

For k = 1 this holds, since n_1 − n_0 = P r_0. Suppose it holds for k. Then n̄_k = n_0 + P y_k, and

n_{k+1} − n_0 = P (y_k + r_k).

Since r_k lies in L_{k+1}, so does y_k + r_k. It supplies a new direction if r_k is not in L_k. To see when that could fail, write y_k = Σ_{j<k} a_j A^j r_0, so that

r_k = r_0 − Σ_{j<k} a_j A^{j+1} r_0.

Every term except −a_{k−1} A^k r_0 lies in L_k. Hence r_k lies in L_k in two cases:

1. a_{k−1} = 0. Then y_k was already available in L_{k−1}, and the residual norm did not fall at step k. This is stagnation.
2. A^k r_0 lies in L_k. Then A maps L_k into itself, and onto itself because A is nonsingular. So r_0 = A y has a solution in L_k, and r_k = 0: the problem is solved.

Outside these cases the induction continues.

The trial density is not itself a GMRES iterate. It lies one preconditioned step beyond one, and its residual is

R(n_{k+1}) = r_k − M P r_k = (1 − MP) r_k.

On the metal described below, the equality was tested with 80-digit arithmetic for k up to 12. With plain damping the largest difference was 1.2·10⁻⁶⁶ in the density, relative to the norm of the converged induced density, and 4.7·10⁻⁶⁸ in the residual, relative to its initial norm.

**What truncation and damping change**

For P = α, a change of α multiplies each Krylov vector by a number and leaves the space unchanged. With full history, the averaged densities therefore do not depend on the damping. The trial densities do, through (1 − αM) r_k.

With a finite window, each trial density still lies in n_0 + P L_k for its own step k, because it is built from earlier densities and one application of P to a residual. The averaged residual of a truncated run can therefore never be smaller than that of GMRES at the same step. It may be much larger. With plain damping 0.5, the residuals relative to the initial norm are:

  k = 2: GMRES 0.051, window m = 2 0.051
  k = 4: GMRES 0.0089, window m = 2 0.044
  k = 8: GMRES 2.45·10⁻⁴, window m = 2 0.41
  k = 12: GMRES 9.05·10⁻⁶, window m = 2 2.5

At k = 2 the window still holds the whole history, so the values agree. By k = 12 the truncated run is worse than its starting point.

**The model metal and its spectrum**

The metal varies along x only and is treated in linearised Thomas-Fermi theory, without exchange-correlation and without the nonlocal kinetic response. Hartree atomic units are used. The local density in a potential V is

n = [2(μ − V)]^{3/2} / (3π²).

Its derivative with respect to μ is D = [2(μ − V)]^{1/2}/π² = k_F/π², where k_F is the local Fermi wavevector. A small change φ of the total potential gives δn = D(δμ − φ). Charge conservation, Σ δn = 0, fixes δμ = Σ Dφ / Σ D. Hence

δn = χ0 φ,  χ0 = −(D − |D⟩⟨D| / ΣD).

Since φ = v_ext + v δn, with v = 4π/q² in Fourier space, the output map is χ0(v_ext + v δn). In the notation above,

b = χ0 v_ext,  M = 1 − χ0 v.

The unknown is now the induced density, and all vectors are neutral, so q = 0 does not enter.

Let C = −χ0. For a neutral function f,

⟨f|C|f⟩ = Σ D f² − (Σ D f)² / Σ D = min_c Σ D (f − c)²,

the minimum being at c = Σ Df / Σ D. Setting c = 0 gives the upper bound D_max Σ f². For the lower bound, Σ D(f − c)² ≥ D_min (Σ f² + N c²) ≥ D_min Σ f², where the cross term vanished because Σ f = 0.

The matrix v^{1/2} M v^{−1/2} = 1 + v^{1/2} C v^{1/2} is symmetric and has the eigenvalues of M. These are therefore real and at least 1. The largest value of v is 4π/q_min², with q_min = 2π/L for cell length L. Bounding the Rayleigh quotient from above, and evaluating it for the longest wave to bound λ_max from below, gives

1 + k²_min/q_min² ≤ λ_max ≤ 1 + k²_max/q_min²,  k² = 4πD = 4k_F/π.

The largest eigenvalue grows as L². This is charge sloshing: a small long-wave density error produces a large potential, to which the metal over-responds.

The example has r_s = 3 bohr, hence a mean density 3/(4π·3³) = 0.00884 bohr⁻³. The density is modulated by 80 % with period 8 bohr, so k² runs from 0.476 to 0.991 bohr⁻². For L = 80 bohr (4.23 nm), q_min² = (2π/80)² = 0.00617 bohr⁻², and the bounds are 78 and 162. The computed λ_max is 127. For L = 40, 80 and 160 bohr, λ_max − 1 is 31.6, 126.2 and 504.4, a factor close to four per doubling.

Simple mixing multiplies an eigencomponent of the residual by 1 − αλ at each step. It converges for 0 < α < 2/λ_max = 2/127.15 = 0.0157. At α = 0.5 the worst component grows by 0.5·127.15 − 1 = 62.6 per step, as observed. At 0.95 of the limit, 636 steps reach the target.

**What Kerker preconditioning changes**

The Kerker choice is

P = α q²/(q² + k0²).

It suppresses long waves by the factor by which a uniform metal with screening constant k0² would amplify them. At q = 0 the value α may be kept, so that P stays nonsingular; neutral vectors do not notice.

Let Q and S denote multiplication by q² and q² + k0² in Fourier space. Since v = 4πQ⁻¹ and P = αQS⁻¹,

MP/α = (1 + Cv) Q S⁻¹ = (Q + 4πC) S⁻¹.

This has the eigenvalues of the symmetric matrix S^{−1/2}(Q + 4πC)S^{−1/2}. With f = S^{−1/2}u, its Rayleigh quotient is

⟨f|Q + 4πC|f⟩ / ⟨f|S|f⟩.

By the bounds on C, the numerator lies between the values obtained by replacing 4πC with k²_min and with k²_max. For each q, the ratio (q² + k²)/(q² + k0²) lies between 1 and k²/k0². Therefore

min(1, k²_min/k0²) ≤ λ(MP/α) ≤ max(1, k²_max/k0²).

The cell length has dropped out. This is useful only while k²_min/k0² is not small, that is, while the whole cell is metallic. With a vacuum or insulating region the lower bound approaches zero and the size dependence returns: with D switched off smoothly over half the cell, the smallest eigenvalue falls to 0.055, 0.013 and 0.003 for 40, 80 and 160 bohr. With k0² = 0.8145 bohr⁻², the screening constant at the mean density, the bounds are 0.585 and 1.216. The computed eigenvalues lie between 0.782 and 1.125 for all three cells.

The computed spectrum gives an estimate of the count for simple Kerker mixing at α = 0.5, if the initial residual has a component of order one in the slowest mode. The slowest factor is 1 − 0.5·0.782 = 0.609, and ln(10⁸)/|ln 0.609| ≈ 37. The run took 37 steps. Such close agreement is not guaranteed. For plain mixing at 0.95 of the limit, α ≈ 0.0149, and the shortest wave on the 0.5 bohr grid bounds the smallest eigenvalue by 1 + 0.991/(π/0.5)² ≈ 1.025. The same estimate then gives about 1200 steps, against the 636 observed.

**Reading the step counts**

The source is a pair of oppositely charged Gaussian sheets of 10⁻⁴ e/bohr², and the induced density starts from zero. The largest bare potential is 11.9 millihartree and the largest screened one 0.49 millihartree. This is small against the lowest local Fermi energy, 70 millihartree. Inserting the screened potential into the nonlinear density formula changes the induced density by 7·10⁻⁴ of its norm, so linearisation is adequate for the converged density. It is not adequate for every trial density. The first plain step at α = 0.5 multiplies the longest wave of the bare potential by 1 − 0.5(λ_max − 1) ≈ −62, which gives potentials of several hundred millihartree. The step counts below are therefore those of the linear model, and a nonlinear iteration from the same start can need more steps.

Double-precision steps for a 10⁸ reduction of the trial residual, L = 80 bohr, α = 0.5 (a dash means not reached; a run was stopped at 400 steps, or earlier if the residual had grown by 10¹²):

  m      plain   Kerker
  0      –       37
  1      –       18
  2      –       13
  3      –       10
  5      –       8
  10     30      8
  20     21      8
  full   21      8

Without Kerker, the full-history counts for 40, 80 and 160 bohr are 13, 21 and 29 in double precision. Double-precision runs scatter by about a step, but rounding costs more than that: in 80-digit arithmetic, with D exactly periodic and the Hartree kernel exactly symmetric, the counts are 12, 18 and 23, and the plain entry for m = 10 at 80 bohr drops from 30 to 21. They grow far more slowly than λ_max, but they grow. With Kerker they are 8, 8 and 7. In double precision a plain window of five works at 40 bohr, in about 20 steps (18 in this run; double-precision runs scatter by a step or two), and fails in both larger cells. At 80 bohr this failure needs rounding errors: in 80-digit arithmetic on the exactly periodic model the window converges in 56 steps.

Stronger damping can rescue a short window. At α = 0.05 and L = 80 bohr, m = 2 needs 267 steps and m = 5 needs 65. Counts of such long truncated runs depend strongly on rounding: in 80-digit arithmetic on the exactly periodic model the two counts are 121 and 61. A plausible reason, offered as a conjecture, is that, when rounding errors are present, a window must hold roughly enough directions to cancel the components that the trial step amplifies, those with |1 − αλ| > 1. Reducing α leaves fewer of them.

With five stored differences, an error of a factor of four in k0² is tolerated. This does not extend to arbitrary errors: as k0² → 0 the preconditioner becomes plain damping, for which m = 5 failed in double precision in the 80 and 160 bohr cells. With k0² four times too small, simple mixing takes 196 steps and m = 5 takes 16. With k0² four times too large, the counts are 156 and 20.

**Cost**

Each step needs one evaluation of G, apart from the initial one. The window stores 2m vectors of length N. A fresh QR factorisation of the residual differences costs about 2Nm² operations. Updating the matrix of their inner products costs about 2Nm, but that matrix has the square of their condition number. A Kerker step adds two Fourier transforms. When G involves solving for orbitals, its cost is likely to dominate, and the number of steps is then what matters.

**Stability and failure modes**

*Stagnation.* Let M shift four unit vectors cyclically, M e_j = e_{j+1} and M e_4 = e_1, with P = 1 and r_0 = e_1. For k < 4 the space A L_k is spanned by e_2, …, e_{k+1}, which are orthogonal to e_1. GMRES makes no progress for three steps and finishes at the fourth. Anderson mixing has R(n_1) = e_1 − e_2 and ΔR_0 = −e_2. The best average removes e_2 and returns n̄_1 = n_0, so n_2 = n_0 + e_1 = n_1. The new difference is zero, and with the full history and a minimum-norm least-squares solution the same density is repeated forever. A window of m differences repeats it only until the zero differences have pushed the nonzero one out, and moves on at step m + 2. An implementation should detect a vanishing difference and change P so that the stalled residual r satisfies r·MP r ≠ 0. In this example the average moves off n_0 only if e_1·MP e_1 ≠ 0, that is, if P e_1 has a component along e_4; a diagonal P, for instance, does not meet this condition. With the full history, a change of damping alone does not help here in exact arithmetic: every trial density stays of the form n_0 + t e_1, with residual e_1 − t e_2, and the best average remains n_0.

A sufficient condition excludes this. The minimum property makes r_k orthogonal to A L_k. If step k stagnates, r_k = r_{k−1}, which lies in L_k, so r_{k−1}·A r_{k−1} = 0. That is impossible for a nonzero residual if the symmetric part of A is positive definite.

*Rounding.* The equivalence belongs to exact arithmetic. In double precision with plain damping, the averaged Anderson residual at k = 8 is wrong by 3.2·10⁻⁸ of the initial norm, and the GMRES residual by 2.2·10⁻⁹. The GMRES residual itself is then 2.45·10⁻⁴, so the Anderson error is about 10⁻⁴ of the current residual. At k = 12 both absolute errors are smaller again; these data do not identify the mechanism. Only k = 2, 4, 8 and 12 are printed, so these values are not maxima. With Kerker, both errors stay below 10⁻¹⁴ at the steps printed. The step counts were obtained with residual differences scaled to unit length and singular values below 10⁻¹² of the largest discarded.

*Judging convergence.* The averaged residual is a prediction that relies on linearity. The trial residual is computed from G and can be larger: at k = 2 with plain damping the average has 0.051 and the following trial density 0.44. The stopping test belongs on the trial residual, as in the pseudocode. The remaining values are in the numerical output.

Values computed for the example and the checks

```
exact 4x4 test, residual norms k=0..4: 16.9411 4.2309 2.3552 0.0029 0.0000
cyclic shift, GMRES norms k=0..4: 1.0 1.0 1.0 1.0 0.0
cyclic shift, Anderson averaged norm at k=11: 1.0
r_s 3.0 bohr, mean density 0.008842 bohr^-3
modulation 0.8, period 8.0 bohr, grid step 0.5 bohr
sheets: 1e-04 e/bohr^2, width 1.0 bohr, at 0.3L, 0.75L
main cell length 80 bohr = 4.233 nm, grid points 160
screening k^2: min 0.4763, max 0.9908, k0^2 0.8145 bohr^-2
response matrix vs finite difference, relative error 1.7e-08
largest bare potential 1.194e-02 hartree
largest screened potential 4.884e-04 hartree
smallest local Fermi energy 0.0700 hartree
relative error of linearised density 7.0e-04
plain, 80 digits: max Anderson-GMRES difference, k<=12: density 1.2e-66, residual 4.7e-68
  k=2: relative residual GMRES 5.07e-02, window m=2 5.07e-02, full trial k+1 4.37e-01
    double-precision residual error: Anderson 7.5e-15, GMRES 2.9e-16
  k=4: relative residual GMRES 8.94e-03, window m=2 4.44e-02, full trial k+1 2.20e-02
    double-precision residual error: Anderson 4.5e-14, GMRES 2.8e-15
  k=8: relative residual GMRES 2.45e-04, window m=2 4.11e-01, full trial k+1 2.23e-04
    double-precision residual error: Anderson 3.2e-08, GMRES 2.2e-09
  k=12: relative residual GMRES 9.05e-06, window m=2 2.52e+00, full trial k+1 1.70e-05
    double-precision residual error: Anderson 1.6e-09, GMRES 9.3e-11
  full history, alpha 0.5 vs 0.05: residual change 4.4e-68
Kerker, 80 digits: max Anderson-GMRES difference, k<=12: density 4.5e-77, residual 2.4e-78
  k=2: relative residual GMRES 2.07e-02, window m=2 2.07e-02, full trial k+1 1.07e-02
    double-precision residual error: Anderson 6.4e-16, GMRES 3.5e-15
  k=4: relative residual GMRES 1.99e-05, window m=2 4.26e-04, full trial k+1 1.02e-05
    double-precision residual error: Anderson 8.4e-16, GMRES 2.4e-15
  k=8: relative residual GMRES 2.01e-10, window m=2 5.46e-06, full trial k+1 1.07e-10
    double-precision residual error: Anderson 1.8e-15, GMRES 3.5e-15
  k=12: relative residual GMRES 8.96e-16, window m=2 9.21e-09, full trial k+1 5.40e-16
    double-precision residual error: Anderson 8.6e-15, GMRES 3.9e-15
double-precision steps to relative residual 1e-08; inf = not reached
caps: 400 steps for windows, 100 for full history; alpha 0.5
L=40 bohr: eigenvalues M 1.000..32.60, Kerker/alpha 0.782..1.125
  steps plain m=5 18, full 13; Kerker m=5 9, full 8
L=80 bohr: eigenvalues M 1.000..127.15, Kerker/alpha 0.782..1.125
  steps plain m=5 inf, full 21; Kerker m=5 8, full 8
L=160 bohr: eigenvalues M 1.000..505.41, Kerker/alpha 0.782..1.125
  steps plain m=5 inf, full 29; Kerker m=5 8, full 7
L=80, m=0: steps plain inf, Kerker 37
L=80, m=1: steps plain inf, Kerker 18
L=80, m=2: steps plain inf, Kerker 13
L=80, m=3: steps plain inf, Kerker 10
L=80, m=5: steps plain inf, Kerker 8
L=80, m=10: steps plain 30, Kerker 8
L=80, m=20: steps plain 21, Kerker 8
L=80, m=full: steps plain 21, Kerker 8
L=80, plain alpha=0.05, m=2: steps 267
L=80, plain alpha=0.05, m=5: steps 65
L=80, Kerker k0^2 x 0.25: steps m=0 196, m=5 16, full 14
L=80, Kerker k0^2 x 4.0: steps m=0 156, m=5 20, full 17
simple plain mixing limit alpha 0.01573; steps at 0.95 of limit 636
simple plain mixing at alpha 0.5: growth per step 62.58
```
